\section*{One-dimensional helium with delta interactions: Hartree-Fock and correlation}

Two electrons in a spin singlet move on a line. Both are attracted to a nucleus at the origin, they repel each other, and every interaction is a contact interaction:
\begin{equation}
H=-\tfrac12\partial_1^2-\tfrac12\partial_2^2-Z\delta(x_1)-Z\delta(x_2)+\delta(x_1-x_2).
\end{equation}
Hartree atomic units are used, so the strengths $Z$ and $1$ are in hartree bohr. The singlet spin function is antisymmetric, hence the spatial function $\psi(x_1,x_2)$ is symmetric. ``Hartree-Fock'' means the restricted closed-shell form: both electrons occupy one real normalized orbital $\varphi$. Numerical values are for $Z=2$ unless stated otherwise; they are collected in the numerical output after the text.

\section*{Part (a): the orbital equation}

\textbf{Question.} Find the Hartree-Fock energy as a functional of $\varphi$, the equation obeyed by $\varphi$, and the condition at the nucleus.

\textbf{Answer.} Insert $\psi=\varphi(x_1)\varphi(x_2)$ into $\langle\psi|H|\psi\rangle$. Each electron contributes $\frac12\int\varphi'^2dx-Z\varphi(0)^2$, after one integration by parts in the kinetic term. The repulsion sets $x_1=x_2$, so
\begin{equation}
E[\varphi]=\int\varphi'^2dx-2Z\varphi(0)^2+\int\varphi^4dx .
\label{func}
\end{equation}
To keep the norm fixed, subtract $2\varepsilon(\int\varphi^2dx-1)$ and vary $\varphi$:
\begin{equation}
\int\left(-2\varphi''+4\varphi^3-4\varepsilon\varphi\right)\delta\varphi\,dx-4Z\varphi(0)\,\delta\varphi(0)=0 .
\end{equation}
Here $\varphi''$ includes the delta function produced by a kink. Since $\delta\varphi$ is arbitrary, division by 4 gives
\begin{equation}
-\tfrac12\varphi''-Z\delta(x)\varphi+\varphi^3=\varepsilon\varphi .
\label{orb}
\end{equation}
The repulsive potential is $\varphi^2$, the density of one electron. The total density $2\varphi^2$ would give twice this potential, and exchange removes the half that is self-repulsion.

Integrating (\ref{orb}) over a vanishing interval around $x=0$ leaves the two singular terms:
\begin{equation}
-\tfrac12[\varphi'(0^+)-\varphi'(0^-)]=Z\varphi(0).
\label{jump}
\end{equation}

\section*{Part (b): the orbital}

\textbf{Question.} Solve the orbital equation for a localized state. For which $Z$ does a solution exist?

\textbf{Answer.} Away from the nucleus $\varphi''=2\varphi^3-2\varepsilon\varphi$. Multiply by $2\varphi'$ and integrate. The constant vanishes because $\varphi$ and $\varphi'$ vanish at infinity:
\begin{equation}
\varphi'^2=\varphi^4-2\varepsilon\varphi^2 .
\label{first}
\end{equation}
If $\varepsilon>0$, the right side is negative in the tail, where $\varphi$ is small, so no localized solution exists. Take $\varepsilon=-k^2/2$ with $k>0$; the case $\varepsilon=0$ is treated below.

If $\varphi$ vanished at a point, (\ref{first}) would make $\varphi'$ vanish there too, and the solution would be zero on that whole side. So $\varphi$ has no node and can be taken positive. Then $\varphi'$ has no zero either, and decay requires $\varphi'<0$ for $x>0$ and $\varphi'>0$ for $x<0$. By (\ref{first}) the slopes on the two sides of the nucleus have equal size, so the orbital is even and (\ref{jump}) becomes $\varphi'(0^+)=-Z\varphi(0)$.

For $x>0$ we have $\varphi'=-\varphi\sqrt{k^2+\varphi^2}$. Substitute $\varphi=k/\sinh u$ with $u>0$, and use $1+1/\sinh^2u=\coth^2u$:
\begin{equation}
-k\frac{\cosh u}{\sinh^2u}\,u'=-\frac{k}{\sinh u}\,k\coth u
\quad\Longrightarrow\quad u'=k .
\end{equation}
Therefore
\begin{equation}
\varphi(x)=\frac{k}{\sinh[k(|x|+x_0)]},\qquad x_0>0 .
\label{sol}
\end{equation}
Two conditions fix $k$ and $x_0$. The logarithmic slope at $0^+$ is $-k\coth(kx_0)$, so the cusp gives
\begin{equation}
k\coth(kx_0)=Z .
\label{cusp}
\end{equation}
The norm, with $u=k(x+x_0)$, gives
\begin{equation}
1=2\int_0^\infty\varphi^2dx=2k\int_{kx_0}^\infty\frac{du}{\sinh^2u}=2k[\coth(kx_0)-1]=2(Z-k).
\end{equation}
Hence
\begin{equation}
k=Z-\tfrac12,\qquad \varepsilon=-\tfrac12\left(Z-\tfrac12\right)^2,
\end{equation}
and the density at the nucleus is
\begin{equation}
\varphi(0)^2=k^2[\coth^2(kx_0)-1]=Z^2-k^2=Z-\tfrac14 .
\end{equation}

The condition $k>0$ requires $Z>\frac12$. In the borderline case $\varepsilon=0$, (\ref{first}) gives $\varphi'=-\varphi^2$ and $\varphi=1/(|x|+x_0)$. The norm is $2/x_0=1$ and the cusp is $1/x_0=Z$, so this solution belongs to $Z=\frac12$ and has an algebraic tail. For $Z<\frac12$ there is no localized solution.

For $Z=2$: $k=1.5$ bohr$^{-1}$, $\varepsilon=-1.125$ hartree, $\varphi(0)^2=1.75$ bohr$^{-1}$ and $x_0=k^{-1}\operatorname{artanh}(k/Z)=0.6486$ bohr. The local decay rate $-\varphi'/\varphi=k\coth u$ falls from $Z=2$ at the nucleus to $k=1.5$ in the tail. A single exponential cannot have both rates.

\section*{Part (c): the energy}

\textbf{Question.} Find the total energy in closed form and its kinetic, nuclear and repulsive parts. When is the closed-shell state lower than the one-electron ion plus a free electron at rest?

\textbf{Answer.} Multiply (\ref{orb}) by $\varphi$ and integrate: $\varepsilon=\frac12\int\varphi'^2dx-Z\varphi(0)^2+\int\varphi^4dx$. Twice this contains the repulsion twice, while (\ref{func}) contains it once, so
\begin{equation}
E_{\rm HF}=2\varepsilon-\int\varphi^4dx .
\label{double}
\end{equation}
In the remaining integral put $c=\coth u$, so that $dc=-du/\sinh^2u$ and $1/\sinh^2u=c^2-1$. By (\ref{cusp}), $c$ runs between $Z/k$ at the nucleus and 1 at infinity:
\begin{align}
\int\varphi^4dx&=2k^3\int_{kx_0}^\infty\frac{du}{\sinh^4u}
=2k^3\int_1^{Z/k}(c^2-1)\,dc\nonumber\\
&=2\left[\tfrac13Z^3-Zk^2+\tfrac23k^3\right].
\end{align}
With $k=Z-\frac12$,
\begin{align}
-Zk^2&=-Z^3+Z^2-\tfrac14Z,\\
\tfrac23k^3&=\tfrac23Z^3-Z^2+\tfrac12Z-\tfrac1{12}.
\end{align}
The cubic and quadratic terms cancel in the bracket, leaving $\frac14Z-\frac1{12}$. Thus $\int\varphi^4dx=\frac12Z-\frac16$, and
\begin{equation}
E_{\rm HF}=-\left(Z-\tfrac12\right)^2-\tfrac12Z+\tfrac16=-Z^2+\tfrac12Z-\tfrac1{12}.
\label{EHF}
\end{equation}
Integrating (\ref{first}) over the line gives the kinetic energy
\begin{equation}
T=\int\varphi'^2dx=k^2+\int\varphi^4dx=Z^2-\tfrac12Z+\tfrac1{12}=-E_{\rm HF}.
\end{equation}
This is the virial relation. Under $\varphi(x)\to\sqrt s\,\varphi(sx)$ the kinetic energy scales as $s^2$ and both contact energies, with sum $V$, scale as $s$. Stationarity of $s^2T+sV$ at $s=1$ gives $2T+V=0$, hence $E=T+V=-T$.

For $Z=2$, in hartree,
\begin{equation}
E_{\rm HF}=\underbrace{3.08333}_{\text{kinetic}}\;\underbrace{-\,7.00000}_{\text{nuclear}}\;+\underbrace{0.83333}_{\text{repulsion}}=-3.08333 ,
\end{equation}
or $-83.902$ eV. A self-consistent solution of (\ref{orb}) on a grid, made without the closed form and extrapolated in $h^2$ from the steps $h=0.02$ and $0.01$ bohr, agrees with (\ref{EHF}) to within $10^{-5}$ hartree for $Z=1,2,3$.

The ion has the orbital $\sqrt Z e^{-Z|x|}$ and the energy $-Z^2/2$. The closed-shell state lies below it if $\frac12Z^2-\frac12Z+\frac1{12}>0$. For $Z>\frac12$ this means $Z>\frac12(1+1/\sqrt3)\approx0.79$. Between $\frac12$ and this value the localized orbital exists, but its energy is above that of the ion with the second electron far away. Forcing both electrons into one orbital is then a poor description.

\section*{Part (d): is it the minimum?}

\textbf{Question.} Show that the solution gives the lowest restricted energy. Compare it with the best single exponential.

\textbf{Answer.} Let $h=-\frac12\partial^2-Z\delta(x)+\varphi^2$ be built with the solution (\ref{sol}), so that $h\varphi=\varepsilon\varphi$. Write any normalized real trial orbital as $\chi=\varphi g$, which is possible because $\varphi$ has no node. Then
\begin{equation}
\tfrac12\int\chi'^2dx=\tfrac12\int\left[\varphi^2g'^2+\varphi\varphi'(g^2)'+\varphi'^2g^2\right]dx
=\tfrac12\int\varphi^2g'^2dx-\tfrac12\int\varphi\varphi''g^2dx,
\end{equation}
where the middle term was integrated by parts. Its boundary term $\chi^2\varphi'/\varphi$ vanishes because $\varphi'/\varphi$ is bounded. Replacing $-\frac12\varphi''$ by means of (\ref{orb}) gives
\begin{equation}
\langle\chi|h|\chi\rangle=\varepsilon+\tfrac12\int\varphi^2g'^2dx\ge\varepsilon .
\end{equation}
Now express (\ref{func}) for $\chi$ through $h$ and complete the square:
\begin{align}
E[\chi]&=2\langle\chi|h|\chi\rangle-2\int\varphi^2\chi^2dx+\int\chi^4dx\nonumber\\
&=2\langle\chi|h|\chi\rangle-\int\varphi^4dx+\int(\chi^2-\varphi^2)^2dx\;\ge\;E_{\rm HF}.
\end{align}
The last step uses (\ref{double}). Equality requires $\chi^2=\varphi^2$, so the minimum is unique up to sign. The proof does not cover different orbitals for the two spins.

For $\chi=\sqrt a\,e^{-a|x|}$ the three terms of (\ref{func}) are $a^2$, $-2Za$ and $a^2\cdot2/(4a)=a/2$. The minimum of $a^2-2Za+\frac12a$ is at $a=Z-\frac14$, with energy
\begin{equation}
-\left(Z-\tfrac14\right)^2=-Z^2+\tfrac12Z-\tfrac1{16}=E_{\rm HF}+\tfrac1{48}.
\end{equation}
For $Z=2$ the unscreened exponential $a=Z$ gives $-3.0000$ hartree, the best exponential $-3.0625$ and Hartree-Fock $-3.0833$. Adjusting the exponent therefore yields three quarters of the lowering below the unscreened value, and the change of shape yields the last quarter.

\section*{Part (e): an upper bound beyond Hartree-Fock}

\textbf{Question.} What does a product of orbitals miss where the electrons meet? Set up a variational calculation that includes it.

\textbf{Answer.} With $r=x_1-x_2$ and $R=(x_1+x_2)/2$ the kinetic operator is $-\partial_r^2-\frac14\partial_R^2$. Integrating the Schr\"odinger equation across $r=0$ gives $-[\partial_r\psi]_{0^-}^{0^+}+\psi=0$. Since $\psi$ is even in $r$,
\begin{equation}
\partial_r\psi\big|_{r=0^+}=\tfrac12\psi\big|_{r=0}.
\end{equation}
This holds for $R\ne0$, that is, away from the nucleus. The true function has a kink there and rises as the electrons begin to separate at fixed $R$. The product $\varphi(x_1)\varphi(x_2)$ is smooth across $r=0$ away from the nucleus and has no such kink.

Functions that can have it are
\begin{equation}
f_{abc}=e^{-a|x_1|-b|x_2|-c|x_1-x_2|},
\end{equation}
symmetrized by adding $f_{bac}$. A negative $c$ is allowed as long as the integrals converge. For a pair $f_{abc}$, $f_{a'b'c'}$ let $A=a+a'$, $B=b+b'$, $C=c+c'$. The plane splits into three kinds of region.

If $x_1$ and $x_2$ have opposite signs, then $|x_1-x_2|=|x_1|+|x_2|$ and the integrand factorizes. If they have equal signs and $|x_1|>|x_2|$, put $|x_1|=|x_2|+t$; the exponent becomes $-(A+B)|x_2|-(A+C)t$. The third case follows by exchanging $A$ and $B$. Each region occurs twice:
\begin{equation}
I_0=\frac{2}{(A+C)(B+C)},\quad I_1=\frac{2}{(A+B)(A+C)},\quad I_2=\frac{2}{(A+B)(B+C)} .
\end{equation}
The overlap is $S=I_0+I_1+I_2$.

For the kinetic energy let $s_i$ be the sign of $x_i$ and $s$ that of $x_1-x_2$. Then $\partial_1f=-(as_1+cs)f$ and $\partial_2f=-(bs_2-cs)f$. The product $s_1s$ is $+1,+1,-1$ in the three regions, and $s_2s$ is $-1,+1,-1$. Half the integral of the product of gradients is
\begin{align}
K=\tfrac12\big[&(aa'+bb'+2cc')S+(ac'+a'c)(I_0+I_1-I_2)\nonumber\\
&+(bc'+b'c)(I_0-I_1+I_2)\big].
\end{align}
The contact integrals are one-dimensional: $\delta(x_1)$ gives $2/(B+C)$, $\delta(x_2)$ gives $2/(A+C)$ and $\delta(x_1-x_2)$ gives $2/(A+B)$.

The lowest root of the generalized eigenvalue problem $\mathbf H\mathbf v=E\,\mathbf S\mathbf v$ is an upper bound to the true ground energy. Take 40 symmetrized functions, with $a\le b$ from $\{1.3,\,2.0,\,3.0,\,4.5\}$ and $c$ from $\{-0.4,\,0,\,0.6,\,1.5\}$ bohr$^{-1}$, and drop the nearly linearly dependent combinations (eigenvalue of the normalized overlap matrix below $10^{-10}$). The root is then $-3.15538$ hartree.

\section*{Part (f): the energy without a basis of functions}

\textbf{Question.} A bound does not show how far below it the true energy lies. Use the fact that the interactions act only on lines to reduce the two-electron problem to one variable.

\textbf{Answer.} Let $\hat\psi(p_1,p_2)=\int\!\!\int e^{-ip_1x_1-ip_2x_2}\psi\,dx_1dx_2$ and $D(p_1,p_2)=\frac12(p_1^2+p_2^2)-E$. Moving the contact terms to the right side of the Schr\"odinger equation gives
\begin{equation}
D\,\hat\psi=u(p_1)+u(p_2)+w(p_1+p_2),
\label{ansatz}
\end{equation}
\begin{equation}
u(q)=Z\int\psi(0,x)e^{-iqx}dx,\qquad w(P)=-\int\psi(x,x)e^{-iPx}dx .
\end{equation}
The values on the lines follow from $\hat\psi$ itself: $u(q)/Z=\int\hat\psi(p,q)\,dp/2\pi$ and $-w(P)=\int\hat\psi(p,P-p)\,dp/2\pi$. Insert (\ref{ansatz}). With $\alpha(q)=\sqrt{q^2-2E}$ and $\beta(P)=\sqrt{P^2/4-E}$, the elementary integrals are $\int dp/[2\pi D(p,q)]=1/\alpha$ and $\int dp/[2\pi D(p,P-p)]=1/(2\beta)$. Hence
\begin{align}
\left(\frac1Z-\frac1{\alpha(q)}\right)u(q)&=\int\frac{dp}{2\pi}\,\frac{u(p)+w(p+q)}{D(p,q)},\label{ueq}\\
-\left(1+\frac1{2\beta(P)}\right)w(P)&=\int\frac{dp}{\pi}\,\frac{u(p)}{D(p,P-p)} .\label{weq}
\end{align}
Solving (\ref{weq}) for $w$ and inserting it in (\ref{ueq}) gives a linear equation $M(E)u=0$ with a symmetric kernel.

To identify the ground state, note that (\ref{ueq}) and (\ref{weq}) are the stationarity conditions of
\begin{equation}
F_E=\frac2Z\int|u|^2dq-\int|w|^2dP-\int\!\!\int\frac{dp_1dp_2}{2\pi}\,\frac{|u(p_1)+u(p_2)+w(p_1+p_2)|^2}{D(p_1,p_2)} .
\end{equation}
$F_E$ is concave in $w$, so eliminating $w$ means maximizing over it, and the maximum is $2\langle u|M(E)|u\rangle$. Since $1/D$ grows with $E$, $F_E$ falls, and so do its maximum and the lowest eigenvalue of $M$. That eigenvalue is positive for very negative $E$. The energy at which it first reaches zero is the ground energy.

On a quadrature grid in $q$ the result is $-3.15539$ hartree with 80 nodes and the same with 160. With the repulsion removed, the equation returns $-4.00000$, the known value $-Z^2$. The result lies $10^{-5}$ hartree below the variational bound, as it may. Two different methods thus support $E=-3.1554$ hartree, or $-85.863$ eV, for this Hamiltonian.

\section*{Part (g): what Hartree-Fock leaves out}

\textbf{Question.} Find the correlation energy, trace it through the energy parts, and compare three estimates of the ionization energy.

\textbf{Answer.} The correlation energy is the accurate energy minus the restricted Hartree-Fock energy:
\begin{equation}
E_{\rm c}=-3.15539+3.08333=-0.07206\ \text{hartree}=-1.961\ \text{eV},
\end{equation}
which is 2.28 percent of the accurate total. The parts, in hartree, with the correlated values taken from the function of part (e), are:
\begin{center}
\begin{tabular}{lrrr}
 & Hartree-Fock & correlated & change\\
kinetic & 3.0833 & 3.1553 & 0.0720\\
nuclear & $-7.0000$ & $-7.0078$ & $-0.0078$\\
repulsion & 0.8333 & 0.6970 & $-0.1363$
\end{tabular}
\end{center}
The repulsion here equals the probability density for finding the electrons at the same point, and it falls by about 16 percent. Avoiding each other costs kinetic energy, which takes back about half of the gain. The scaling argument of part (c) applies to the true state as well, so the kinetic energy must equal $3.1554$ and rise by $-E_{\rm c}=0.0721$. The table shows $3.1553$ and $0.0720$ because the kinetic energy of the finite basis of part (e) is low by about $6\times10^{-5}$ hartree; the parts converge more slowly than the total energy.

For large $Z$, put $x=y/Z$. Then $H$ is $Z^2$ times a Hamiltonian with unit nuclear strength and repulsion strength $1/Z$. Perturbation theory in $1/Z$ gives $E=-Z^2+\frac12Z+e_2+O(1/Z)$, since the first-order term is the repulsion $\frac12Z$ of the unscreened exponential. Comparison with (\ref{EHF}) shows that $E_{\rm c}$ tends to the constant $e_2+\frac1{12}$, so its share of the total energy falls as $1/Z^2$.

Removing one electron leaves the ion at $-Z^2/2=-2$ hartree. The ionization energy is $1.1554$ hartree from the accurate energy, $1.0833$ from the Hartree-Fock total energy and $1.1250$ from $-\varepsilon$. The last estimate keeps the orbital frozen in the ion and so makes the ion's energy too high, by
\begin{equation}
-\varepsilon-\left(-\tfrac12Z^2-E_{\rm HF}\right)=\tfrac12\left(Z-\tfrac12\right)^2-\left(\tfrac12Z^2-\tfrac12Z+\tfrac1{12}\right)=\tfrac1{24}.
\end{equation}
This raises the estimate by $0.0417$ hartree, while the missing correlation of the two-electron state lowers it by $0.0721$. The ion has one electron and no correlation energy. The errors partly cancel, and $-\varepsilon$ is too small by $0.0304$ hartree. It is closer to the accurate value than the difference of total energies because of this cancellation, although its description of the ion is worse.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z = 2
Decay constant k = 1.5000 1/bohr
Shift x0 = 0.64864 bohr
Norm of the orbital by quadrature = 1.00000000
Orbital density at nucleus phi(0)^2 = 1.75000 1/bohr
HF orbital energy = -1.12500 hartree
HF kinetic energy = 3.08333 hartree
HF nuclear attraction = -7.00000 hartree
HF electron repulsion = 0.83333 hartree
HF total energy, formula = -3.083333 hartree
Z = 1: HF grid energy = -0.583333, formula = -0.583333 hartree
Z = 2: HF grid energy = -3.083332, formula = -3.083333 hartree
Z = 3: HF grid energy = -7.583324, formula = -7.583333 hartree
Unscreened exponential energy = -3.00000 hartree
Best exponential exponent = 1.7500 1/bohr
Best exponential energy = -3.06250 hartree
Best exponential minus HF = 0.020833 hartree
Number of correlated basis functions = 40
Variational upper bound = -3.15538 hartree
Integral equation, no repulsion = -4.00000 hartree
Integral equation, 80 nodes = -3.15539 hartree
Integral equation, 160 nodes = -3.15539 hartree
Correlation energy = -0.07206 hartree
Correlation share of total = 2.28 percent
Correlated kinetic energy = 3.1553 hartree
Correlated nuclear attraction = -7.0078 hartree
Correlated electron repulsion = 0.6970 hartree
One-electron ion energy = -2.0000 hartree
Ionization energy from -eps = 1.1250 hartree
Ionization energy from HF total = 1.0833 hartree
Ionization energy, accurate = 1.1554 hartree
HF total energy = -83.902 eV
Accurate total energy = -85.863 eV
Correlation energy = -1.961 eV
\end{verbatim}
